# Logarithmic exposure slope at an edge in electron-beam lithography, part 2

How sharp is an edge written by an electron beam, and where does it print? In the threshold model, the printed edge lies where the energy density deposited in the resist passes a fixed value. This density is proportional to \(D\,E\), where \(D\) is the dose (incident charge per area) and the exposure \(E\) is 1 deep inside an unlimited pad. The coordinate \(x\) runs outward from the design edge at \(x=0\).

Forward and backscattered energy spread as normalised Gaussians \(e^{-r^2/s^2}/(\pi s^2)\), with range \(s=\alpha\) and \(s=\beta\gg\alpha\) respectively; \(\eta\) is the ratio of backscattered to forward energy. The forward profile of a straight edge is \(\frac12\,\mathrm{erfc}(x/\alpha)\). The coverage \(c\) is 1 on written areas and 0 elsewhere, and the density \(\rho\) is its average with the backscatter Gaussian \(G_\beta\). For a straight edge, with line and gap several \(\alpha\) wide, equal doses and a locally flat background,

\[
E(0)=\frac{\frac12+\eta\rho}{1+\eta},\qquad
S=-\frac{E'(0)}{E(0)}=\frac{2}{\sqrt\pi\,\alpha(1+2\eta\rho)} .
\]

If doses differ between shapes, \(\rho\) is replaced by

\[
\rho_D=\int \frac{D(\mathbf r')}{D}\,c(\mathbf r')\,G_\beta(|\mathbf r-\mathbf r'|)\,d^2r' ,
\]

where \(D\) is the dose of the shape at the edge.

For a grating of line width \(w\) and pitch \(p\), with \(x\) measured from a line centre,

\[
c(x)=\frac wp+\sum_{n\ge1}a_n\cos\frac{2\pi nx}{p},\qquad
a_n=\frac{2}{\pi n}\sin\frac{\pi nw}{p},
\]

and averaging with the backscatter Gaussian damps harmonic \(n\) by \(e^{-\pi^2n^2\beta^2/p^2}\).

The example has \(\alpha=10\) nm, \(\beta=30\) µm, \(\eta=0.6\) and 100 nm lines at 200 nm pitch, so \(\rho=0.5\), \(E(0)=0.500\) and \(S=0.0705\ \text{nm}^{-1}\). Numerical sums of the exposure, line by line, confirmed this slope.

All this holds at the design edge, but the resist does not know where that is. The question now is how the printed edge is made to fall there.

**A:** The dose has to bring the threshold there. Let \(D_{\rm th}\) be the dose at which the interior of a large pad just reaches the threshold. Since \(E=1\) in that interior, the printed edge obeys \(D\,E(x)=D_{\rm th}\). Setting \(x=0\) gives

\[
D=\frac{D_{\rm th}}{E(0)}=D_{\rm th}\,\frac{1+\eta}{\frac12+\eta\rho}.
\]

I choose \(D_{\rm th}=250\ \text{µC/cm}^2\). The example then needs \(250/0.500=500\ \text{µC/cm}^2\). At \(\rho=\frac12\) the factor is 2 for any \(\eta\), because \((\frac12+\frac\eta2)/(1+\eta)=\frac12\).

With the dose set in this way, the slope of the delivered exposure at the edge is \(-D\,E'(0)=D_{\rm th}S\). For a given resist threshold, \(S\) thus also ranks edges by their absolute slope, once each has been dosed to size.

**Q:** Suppose the dose is then 5 % too high. How far does the edge move?

**A:** With a flat background, the forward profile gives

\[
E(x)=E(0)-\frac{1}{2(1+\eta)}\,\mathrm{erf}\!\left(\frac x\alpha\right),
\]

because \(\frac12\mathrm{erfc}(z)=\frac12-\frac12\mathrm{erf}(z)\). The series \(\mathrm{erf}(z)=(2/\sqrt\pi)(z-z^3/3+\dots)\) and the value of \(E'(0)\) turn this into

\[
E(x)=E(0)\left[1-S\left(x-\frac{x^3}{3\alpha^2}+\dots\right)\right].
\]

There is no quadratic term. A fractional increase \(\delta\) of all doses at fixed threshold requires \((1+\delta)E(x)=E(0)\). Without the cubic term,

\[
(1+\delta)(1-Sx)=1\quad\Rightarrow\quad
x=\frac{\delta}{(1+\delta)S}
=\frac{0.05}{1.05\times0.07052\ \text{nm}^{-1}}=0.675\ \text{nm}.
\]

Solving the threshold condition with the full profile gives 0.676 nm. The cubic term accounts for the difference: it adds about \(x^3/(3\alpha^2)\), or 0.001 nm. Both edges of the line move outward, so the line widens by 1.35 nm.

**Q:** You raised the dose everywhere. What if the error affects one line and its neighbours are correct?

**A:** Then the background stays almost fixed, since one line supplies little of it. The forward part alone is scaled, and the condition to first order in \(x\) is

\[
(1+\delta)\left(\frac12-\frac{x}{\sqrt\pi\,\alpha}\right)+\eta\rho=\frac12+\eta\rho .
\]

The background cancels, and

\[
x=\frac{\sqrt\pi\,\alpha}{2}\,\frac{\delta}{1+\delta}.
\]

This is smaller than the shift for a common error by the factor \(1+2\eta\rho\), here 1.6. The value of \(S\) that includes the background describes errors common to the whole neighbourhood, such as a drift of the beam current that is slow compared with the time needed to write that neighbourhood.

**Q:** Is the design edge at least the place where the logarithmic slope is greatest?

**A:** No. Let \(S(x)=-E'(x)/E(x)\) at any \(x\). With a flat background, \(-E'(x)\) is proportional to \(e^{-x^2/\alpha^2}\), whose logarithmic derivative is \(-2x/\alpha^2\). The denominator contributes \(-E'/E=S\). Therefore

\[
\frac{1}{S}\frac{dS}{dx}=S(x)-\frac{2x}{\alpha^2}.
\]

At \(x=0\) this gives \(dS/dx=S^2\), which is positive. In the example it is \(0.0705^2\ \text{nm}^{-2}=0.0050\ \text{nm}^{-2}\), and finite differences of the summed profile give the same value. The absolute slope is stationary at the edge while the exposure is falling, so the ratio rises outward. With a background, \(S(x)\) must fall again further out, because \(E'\) vanishes there and \(E\) does not. The maximum satisfies \(S(x)=2x/\alpha^2\).

One can use this by drawing all lines narrower than wanted and raising the common dose, so that the threshold falls outside the drawn edges. The density in \(S(x)\) is then that of the narrower drawn lines. The logarithmic slope at the contour grows at least until the contour reaches that maximum, provided the drawn lines are still several \(\alpha\) wide. If only one line is treated, its neighbours keep their dose, and \(\rho\) has to be replaced by the smaller \(\rho_D\) of the first half.

**Q:** An array has a border. Does it print like the centre?

**A:** Not with one common dose. At the outermost edge of a large array the neighbours lie on one side, so the density is close to half of its central value, here about 0.25. The formula then gives a ratio of border slope to central slope of about \(1.6/1.3=1.23\). The sum over lines gives \(0.0868\ \text{nm}^{-1}\) at the border and a ratio of 1.230.

The steeper logarithmic slope does not mean that the border line prints at its designed size. Its background is lower, and at the dose of the centre it is underexposed. Let the density change by \(\Delta\rho\) while dose and threshold stay fixed. To first order,

\[
\frac12-\frac{x}{\sqrt\pi\,\alpha}+\eta(\rho+\Delta\rho)=\frac12+\eta\rho
\quad\Rightarrow\quad x=\sqrt\pi\,\alpha\eta\,\Delta\rho .
\]

A negative \(\Delta\rho\) moves the edge inward. In the example the shift is about 2.7 nm, and the logarithmic slope at the displaced contour is 7 % smaller than at the centre. The border therefore needs its own dose. As the dose is raised, the contour moves outward and the slope there grows. If the dose of the whole array is raised by the factor 1.23, the border contour reaches the design edge. The slope there is 1.23 times that of a central edge printed to size at its own, lower dose. Within the array at the raised dose the ratio is only 1.08, because the central contour has also moved outward, by 2.7 nm, to a place where its slope is larger. If only the outermost line is corrected, it needs the factor 1.30; its \(\rho_D\) is then smaller, and the ratio of slopes is 1.30.

**Q:** You keep asking for lines several \(\alpha\) wide. What happens when they are not?

**A:** Take equal lines and spaces of width \(w\). Reflection about an edge exchanges written and empty areas, so the average with any symmetric kernel is one half at the edge. The value \(E(0)=\frac12\) therefore survives at every \(w\). The slope does not. Edges lie at distances \(nw\) on both sides with alternating orientation, and each adds its Gaussian with its sign:

\[
\frac{S_w}{S}=1+2\sum_{n\ge1}(-1)^n e^{-n^2w^2/\alpha^2}.
\]

The gradient of the background is neglected here, as before. With \(\alpha=10\) nm, the sum over lines gives these ratios to the formula for a separate edge:

- \(w=30\) nm: 0.9998;
- \(w=20\) nm: 0.963;
- \(w=15\) nm: 0.789;
- \(w=10\) nm: 0.301.

The formula thus gives 1.04 times the summed slope at \(w=2\alpha\), and 3.3 times the summed slope at \(w=\alpha\).

**Q:** The fall between 20 nm and 10 nm is abrupt. Is there a reason?

**A:** In this range the grating is nearly a single harmonic. I use the Fourier series of the first half with \(p=2w\), and with \(\alpha\) in place of \(\beta\) in the damping. The first coefficient is \(a_1=2/\pi\), and its damping is \(e^{-\pi^2\alpha^2/(4w^2)}\). The edge is a quarter period from the line centre, where the cosine has its steepest descent, with magnitude \(2\pi/p=\pi/w\). The forward slope is therefore

\[
\frac2\pi\cdot\frac\pi w\,e^{-\pi^2\alpha^2/(4w^2)}
=\frac2w\,e^{-\pi^2\alpha^2/(4w^2)} .
\]

Divided by the slope \(1/(\sqrt\pi\,\alpha)\) of a separate edge, it becomes

\[
\frac{S_w}{S}\approx\frac{2\sqrt\pi\,\alpha}{w}\,e^{-\pi^2\alpha^2/(4w^2)} .
\]

At \(w=\alpha\) this is \(2\sqrt\pi\,e^{-\pi^2/4}=0.30\), in agreement with the sum. The exponent contains \(1/w^2\), and this makes the loss abrupt.

**Q:** What about corners? Every line ends somewhere.

**A:** The formula requires the edge to be straight over several \(\alpha\). At a right-angled corner the forward exposure is the product of two edge profiles, \(\frac14\mathrm{erfc}(x/\alpha)\,\mathrm{erfc}(y/\alpha)\). At the corner point its value is \(\frac14\), and its slope along \(x\) is half that of a straight edge. With background \(\eta\rho\),

\[
S_{x,\rm corner}=\frac{\dfrac{1}{2\sqrt\pi\,\alpha}}{\frac14+\eta\rho}
=\frac{2}{\sqrt\pi\,\alpha(1+4\eta\rho)} .
\]

The background counts twice as much there as on a straight side. This is the slope along one side of the corner. The contour through the corner point runs diagonally, and along its normal the slope is larger by the factor \(\sqrt2\).

**Q:** I also doubt the two Gaussians. Suppose some energy is deposited at distances between 10 nm and 30 µm.

**A:** Add a third normalised Gaussian with energy ratio \(\nu\) to the forward part and range \(\gamma\). As a trial I take \(\nu=0.1\) and \(\gamma=300\) nm. At 200 nm pitch its first harmonic is damped by \(e^{-\pi^2\gamma^2/p^2}\), with exponent \(-22\), so it too is a flat background, \(\nu\rho\). In \(S\), \(\eta\) is replaced by \(\eta+\nu\):

\[
\frac{S_\nu}{S}=\frac{1+2\times0.6\times0.5}{1+2\times0.7\times0.5}
=\frac{1.6}{1.7},
\]

a change of \(-5.9\) %, to \(0.0664\ \text{nm}^{-1}\). For a coarser pattern the density must be averaged separately over \(\gamma\).

**Q:** And blur after the exposure? The chemistry of the resist can spread the image.

**A:** If the spreading is Gaussian, with kernel \(e^{-r^2/d^2}/(\pi d^2)\), it combines simply with the forward kernel. Each such Gaussian has variance (range)²/2 along an axis, and convolution adds variances, so

\[
\alpha_{\rm eff}=\sqrt{\alpha^2+d^2}.
\]

For a trial value \(d=5\) nm this is \(\sqrt{125}\) nm, or 11.2 nm. The slope changes by the factor \(10/11.18\), that is by \(-10.6\) %, to \(0.0631\ \text{nm}^{-1}\). The change of \(\beta\) is negligible. Forward scattering that grows with depth acts in the same direction: if \(\alpha\) is larger near the bottom of the resist, \(S\) is smaller there.

**Q:** Electrons arrive one by one. Does the smooth profile mean anything on the scale of a nanometre?

**A:** The random arrival can be estimated. Let \(n\) electrons per area arrive independently, and let each deposit its forward energy with the mean profile \(g(r)=e^{-r^2/\alpha^2}/(\pi\alpha^2)\). For independent arrivals the variance of the sum is \(n\int g^2d^2r\) over the written side. Over the whole plane \(\int g^2d^2r=1/(2\pi\alpha^2)\), and the half-plane gives half of this. The standard deviation at the edge is \(\sqrt{n/(4\pi\alpha^2)}\), while the mean sum has the slope \(n/(\sqrt\pi\,\alpha)\). Hence, to first order in the displacement,

\[
\sigma_x=\frac{\sqrt{n}}{2\sqrt\pi\,\alpha}\cdot\frac{\sqrt\pi\,\alpha}{n}
=\frac{1}{2\sqrt n}.
\]

The range cancels because all of \(\alpha\) is taken here as the spread of a single electron's deposit: a narrower profile is then noisier and steeper in the same proportion. Beam blur and small-angle deflection act differently. They displace whole electrons, which lowers the slope without smoothing the noise. If the deposit of one electron has only the range \(\alpha_1<\alpha\), and such random displacements supply the rest of \(\alpha\), the result is \(\sigma_x=\alpha/(2\alpha_1\sqrt n)\). A random simulation with \(\alpha_1=\alpha\), \(n=0.5\ \text{nm}^{-2}\) and 4000 samples, in which the scatter of the exposure at the design edge was divided by the mean slope, gave 0.72 nm, against 0.71 nm from the formula.

At \(500\ \text{µC/cm}^2\) there are \(n=31.2\) electrons per nm², and \(\sigma_x=0.09\) nm in the limit \(\alpha_1=\alpha\). Since beam blur and deflection both contribute to \(\alpha\), \(\alpha_1\) is smaller in practice, and the noise is larger by the factor \(\alpha/\alpha_1\). The random energy loss of each electron, the discreteness of the backscattered electrons and the chemistry of the resist are left out, so this is not an estimate of the total noise.

**Q:** How close is your example to a process that somebody runs?

**A:** The parameters lie in the rough regime of 100 keV writing in a thin resist on silicon, where the backscatter range is some tens of micrometres and \(\eta\) is roughly one half or somewhat more. The forward range depends on the tool, the beam current and the resist thickness; 10 nm is a plausible round value. The threshold dose is likewise a choice, since resists differ widely in sensitivity. Of the assumptions, a single sharp Gaussian for everything near the edge is the one I trust least. The two trials lowered \(S\) by 6 % and 11 %, but they are not bounds. For an actual process \(\alpha\) should be fitted to that process with its development included, and \(\eta\) has to be determined with it. With \(\eta\) and \(\rho\) held fixed, a small relative error of \(\alpha\) gives an equal and opposite relative error of \(S\). A small relative error of \(\eta\) alone enters with the factor \(-2\eta\rho/(1+2\eta\rho)\), here about \(-0.38\). The remaining values are in the numerical output.

## Computed results

```
forward range alpha = 10 nm
backscatter range beta = 30 um
energy ratio eta = 0.6
line width = 100 nm, pitch = 200 nm
pattern density rho = 0.50
edge exposure E(0) = 0.5000 of pad interior
absolute edge slope = 0.03526 per nm
logarithmic slope S, formula = 0.07052 per nm
S in other unit = 70.52 per um
S at zero density = 0.11284 per nm
S at full density = 0.05129 per nm
width 40 nm, pitch 200 nm, rho 0.20: sum 0.09100, formula 0.09100 per nm
width 100 nm, pitch 200 nm, rho 0.50: sum 0.07052, formula 0.07052 per nm
width 160 nm, pitch 200 nm, rho 0.80: sum 0.05757, formula 0.05757 per nm
width 500 nm, pitch 1000 nm, rho 0.50: sum 0.07052, formula 0.07052 per nm
rate of rise dS/dx at edge = 0.00497 per nm2
single line: rho = 0.00188, S = 0.11258 per nm
array border: S = 0.08677 per nm
array border / array centre = 1.2304
pad edge with density gradient: S = 0.07054 per nm
pad edge gradient correction = 0.020 %
pad threshold dose = 250 uC/cm2
dose for edge on design = 500.0 uC/cm2
dose error = 5 %
edge shift, root = 0.6762 nm
edge shift, formula = 0.6752 nm
line width change = 1.352 nm
equal lines and spaces 10 nm: S = 0.02120 per nm, ratio to formula 0.3006
equal lines and spaces 15 nm: S = 0.05567 per nm, ratio to formula 0.7894
equal lines and spaces 20 nm: S = 0.06794 per nm, ratio to formula 0.9634
equal lines and spaces 30 nm: S = 0.07051 per nm, ratio to formula 0.9998
mid-range trial: ratio 0.1, range 300 nm
S with mid-range term = 0.06638 per nm
change by mid-range term = -5.9 %
extra blur trial = 5 nm
combined forward range = 11.18 nm
S with extra blur = 0.06308 per nm
change by extra blur = -10.6 %
incident electrons = 31.21 per nm2
local edge noise from arrival = 0.0895 nm
noise test: sampled 0.716 nm, formula 0.707 nm
```
